# Förster Transfer Between Two Nanocrystals: The Inverse-Sixth-Power Rate

## 1. Definitions and conventions

An excited donor nanocrystal D and an unexcited acceptor A sit in a transparent, non-magnetic host of refractive index $n$, taken constant over the spectra used. Their centres are a distance $R$ apart along the unit vector $\hat r$. SI units are used, and $\varepsilon_m=n^2$ is the host's relative permittivity.

Without the acceptor, the donor has lifetime $\tau$, radiative rate $\Gamma$ and quantum yield $\eta=\Gamma\tau$. Its emission spectrum $F(E)$ counts photons, not energy, and $\int F\,dE=1$. The acceptor has absorption cross-section $\sigma(E)$, averaged over its orientations. All these quantities refer to the same host.

The transition dipoles are $\mu_D\hat d$ and $\mu_A\hat a$. The line shapes $g_D(\omega)$ and $g_A(\omega)$ have unit area in angular frequency and contain no photon factors. The result to be derived is

$$k=\frac1\tau\left(\frac{R_0}{R}\right)^6,\qquad
R_0^6=\frac{9\kappa^2\eta(\hbar c)^4}{8\pi n^4}\int\frac{F(E)\sigma(E)}{E^4}\,dE, \tag{1}$$

where $\kappa^2$ is an orientation factor. At $R=R_0$ transfer is as fast as all other donor decay together.

## 2. The near-field coupling

**Why finite dots act as dipoles.** Take the transition polarization of a dot as $\mathbf P(\mathbf r)=\mathbf m\,p(r)$, with a spherical profile of unit volume integral. This describes a Bloch-function dipole multiplied by s-like electron and hole envelopes. The charge density is $-\nabla\cdot\mathbf P=-\mathbf m\cdot\nabla p$. In a uniform medium its potential is therefore $-\mathbf m\cdot\nabla$ acting on the potential of the spherical charge $p(r)$. Outside the dot the latter is that of a unit point charge, so

$$\phi=-\frac{1}{4\pi\varepsilon_0\varepsilon_m}\,\mathbf m\cdot\nabla\frac1r
=\frac{\mathbf m\cdot\hat{\mathbf r}}{4\pi\varepsilon_0\varepsilon_m r^2}.$$

There are no higher multipoles for this profile, even near contact. Other envelope pairs, such as an s electron with a p hole, do carry them; section 8 sizes one such case. Direct integration of the Coulomb energy for radii 2 and 3 nm, $R=6.5$ nm, $p\propto\sin^2(\pi r/a)/r^2$ and one pair of tilted dipoles gives 1.000000 times the dipole value.

**Dielectric contrast.** Let the dot be a sphere of radius $a$ and permittivity $\varepsilon_s$. Near its surface, with $4\pi\varepsilon_0$ factored out,

$$\phi_{\rm in}=\left(\frac{m}{\varepsilon_s r^2}+Cr\right)\cos\theta,\qquad
\phi_{\rm out}=\frac{\mu}{\varepsilon_m r^2}\cos\theta .$$

Continuity of $\varepsilon\,\partial_r\phi$ gives $-2m/a^3+\varepsilon_sC=-2\mu/a^3$, so $Ca^3=2(m-\mu)/\varepsilon_s$. Continuity of $\phi$ then gives

$$\frac{m}{\varepsilon_s}+\frac{2(m-\mu)}{\varepsilon_s}=\frac{\mu}{\varepsilon_m}
\quad\Rightarrow\quad \mu=\frac{3\varepsilon_m}{\varepsilon_s+2\varepsilon_m}\,m. \tag{2}$$

Seen from the host, the dot is a dipole $\mu$, called dressed.

The same factor governs its response. In an applied field $E_0$, write $\phi_{\rm out}=(-E_0r+B/r^2)\cos\theta$ and $\phi_{\rm in}=-E_{\rm in}r\cos\theta$. Continuity of $\phi$ gives $B/a^3=E_0-E_{\rm in}$. Continuity of $\varepsilon\,\partial_r\phi$ gives $\varepsilon_m(E_0+2B/a^3)=\varepsilon_sE_{\rm in}$. Hence $E_{\rm in}=3\varepsilon_mE_0/(\varepsilon_s+2\varepsilon_m)$, and $mE_{\rm in}=\mu E_0$. If the applied field varies across the dot, the spherical profile still samples its central value, because each component of an electrostatic field is harmonic inside the sphere. From here on $\mu_D$ and $\mu_A$ are dressed dipoles.

**Coupling energy.** The donor's near field at the acceptor is $\mu_D[3\hat r(\hat r\cdot\hat d)-\hat d]/(4\pi\varepsilon_0n^2R^3)$. The energy $-\mu_A\hat a\cdot\mathbf E$ is

$$V=\frac{\kappa\,\mu_D\mu_A}{4\pi\varepsilon_0n^2R^3},\qquad
\kappa=\hat d\cdot\hat a-3(\hat d\cdot\hat r)(\hat a\cdot\hat r). \tag{3}$$

This omits repeated reflections between the two spheres, which are sized in section 8.

## 3. From coupling to spectral overlap

Let the donor start in excited level $i$ with thermal probability $p_i$ and end in ground level $m$. Let the acceptor start in $j$ with probability $p_j$ and end in $n'$. Assume that the dipoles do not depend on the vibrational coordinates and that the two dots broaden independently. The golden rule reads

$$k=\frac{2\pi}{\hbar}V^2\sum_{i,m,j,n'}p_ip_j|\langle m|i\rangle|^2|\langle n'|j\rangle|^2\,
\delta(E_i-E_m-E_{n'}+E_j).$$

Insert the exchanged energy through

$$\delta(E_i-E_m-E_{n'}+E_j)=\int dE\,\delta(E_i-E_m-E)\,\delta(E_{n'}-E_j-E).$$

The sum splits into a donor line shape times an acceptor line shape, each of unit area in $E$. Since $E=\hbar\omega$, these are $g_D/\hbar$ and $g_A/\hbar$, and $dE=\hbar\,d\omega$. Therefore

$$k=\frac{2\pi}{\hbar^2}V^2\int g_D(\omega)g_A(\omega)\,d\omega. \tag{4}$$

The overlap expresses energy conservation; no photon is emitted and then caught in this near-field process. If several transitions contribute, $\mu^2g$ becomes a sum over them, and the argument holds term by term when they share the same averaged $\kappa^2$.

Equation (4) needs $V$ far below the linewidth and an acceptor that relaxes before the excitation can return. As a test, one donor state was coupled to a dense set of final states and the Hamiltonian diagonalized. The donor lines lay at $-0.6$, $0.05$ and $0.7$ with weights 0.5, 0.3 and 0.2, the acceptor line was a Gaussian of unit standard deviation centred at zero, and the coupling was 0.06 in the same units. The decay rate was 1.0027 times the golden-rule value.

## 4. Dipoles expressed through measured spectra

**Absorption.** A light field $E_0\cos\omega t$ has a resonant part of amplitude $E_0/2$. For polarization $\hat e$ the excitation rate is $(2\pi/\hbar^2)(\mu_AE_0/2)^2(\hat a\cdot\hat e)^2g_A$. The orientation average of $(\hat a\cdot\hat e)^2$ is $1/3$, so the rate is $\pi\mu_A^2E_0^2g_A/(6\hbar^2)$. Multiplying by $\hbar\omega$ and dividing by the intensity $\tfrac12n\varepsilon_0cE_0^2$ gives

$$\sigma(\omega)=\frac{\pi\omega\mu_A^2g_A(\omega)}{3\varepsilon_0\hbar nc}. \tag{5}$$

**Emission.** The spontaneous rate follows from (5) and thermal equilibrium. For a narrow transition with dipole $\mu$, let each radiation mode hold $\bar n$ photons. There are $n^3\omega^2/(\pi^2c^3)$ modes per volume and angular frequency, and the photons move at $c/n$. The upward rate is

$$\bar n\,\frac{n^2\omega^2}{\pi^2c^2}\cdot\frac{\pi\omega\mu^2}{3\varepsilon_0\hbar nc}
=\bar n\,b,\qquad b=\frac{n\omega^3\mu^2}{3\pi\varepsilon_0\hbar c^3}.$$

The stimulated downward rate is also $\bar nb$, since the squared matrix element is the same. Balance between lower and upper populations requires $N_0\bar nb=N_1(\bar nb+\Gamma)$. In equilibrium $N_1/N_0=e^{-\hbar\omega/k_BT}=\bar n/(\bar n+1)$, so $(\bar n+1)b=\bar nb+\Gamma$ and $\Gamma=b$.

For a broad donor line each frequency contributes with weight $g_D$. With $F_\omega\,d\omega=F\,dE$,

$$\Gamma F_\omega(\omega)=\frac{n\omega^3\mu_D^2g_D(\omega)}{3\pi\varepsilon_0\hbar c^3}. \tag{6}$$

The photon spectrum is thus proportional to $\omega^3$ times the dipole line shape.

**Elimination.** Solve (6) and (5) for the dipole strengths:

$$\mu_D^2g_D=\frac{3\pi\varepsilon_0\hbar c^3\,\Gamma F_\omega}{n\omega^3},\qquad
\mu_A^2g_A=\frac{3\varepsilon_0\hbar nc\,\sigma}{\pi\omega}.$$

In their product $n$ and $\pi$ cancel, leaving $9\varepsilon_0^2\hbar^2c^4\,\Gamma F_\omega\sigma/\omega^4$. Put this into (4) with $V^2$ from (3):

$$k=\frac{2\pi}{\hbar^2}\,\frac{\kappa^2}{16\pi^2\varepsilon_0^2n^4R^6}\,
9\varepsilon_0^2\hbar^2c^4\,\Gamma\int\frac{F_\omega\sigma}{\omega^4}d\omega
=\frac{9\kappa^2c^4\Gamma}{8\pi n^4R^6}\int\frac{F_\omega\sigma}{\omega^4}d\omega. \tag{7}$$

Setting $\omega=E/\hbar$ and $\Gamma=\eta/\tau$ gives (1). The sphere factors (2) have disappeared because they are already contained in the measured $\Gamma$ and $\sigma$; inserting them again would count them twice.

With $E=2\pi\hbar c/\lambda$ and a photon spectrum $F_\lambda$ of unit area in vacuum wavelength,

$$R_0^6=\frac{9\kappa^2\eta}{128\pi^5n^4}\int F_\lambda\,\sigma\,\lambda^4\,d\lambda, \tag{8}$$

because $8\pi(2\pi)^4=128\pi^5$. Since donor decay competes with transfer, the efficiency is

$$\Phi=\frac{k}{k+1/\tau}=\frac{1}{1+(R/R_0)^6}. \tag{9}$$

Two dependences need care. The factor $n^{-4}$ applies at fixed $\Gamma$, $F$ and $\sigma$, yet a new host changes these too. And if added non-radiative loss lowers $\eta$ at fixed $\Gamma$, then $R_0$ falls, but $k$ stays the same because it contains $\eta/\tau=\Gamma$.

## 5. Orientation

Write $\kappa=\hat a\cdot[\hat d-3\hat r(\hat d\cdot\hat r)]$ and let $\theta$ be the angle between $\hat d$ and $\hat r$. For an acceptor that absorbs equally along three axes, averaging over $\hat a$ gives one third of the squared length of the bracket:

$$\kappa^2=\tfrac13(1-6\cos^2\theta+9\cos^2\theta)=\tfrac13(1+3\cos^2\theta).$$

An isotropic donor has mean $\cos^2\theta=1/3$, so $\kappa^2=2/3$.

If the donor instead emits equally from all dipoles in one plane, whose normal makes an angle $\alpha$ with $\hat r$, the mean $\cos^2\theta$ is $\tfrac12\sin^2\alpha$. Then $\kappa^2=\tfrac13+\tfrac12\sin^2\alpha$, between $1/3$ and $5/6$. Using a donor-averaged $\kappa^2$ in a single rate, here and in the isotropic case, assumes that the emitting dipoles interchange much faster than the donor decays. Each pair then has one rate, and a set of pairs with different frozen tilts decays as a sum of exponentials. Without fast interchange, even one pair can decay with several exponentials.

## 6. A classical derivation and the limit of the sixth power

Treat the donor as an oscillating dipole $p$ in the host, with $x=n\omega R/c$. Its full field is

$$\mathbf E=\frac{1}{4\pi\varepsilon_0n^2}\left[\nabla(\mathbf p\cdot\nabla\psi)+\frac{n^2\omega^2}{c^2}\mathbf p\,\psi\right],\qquad \psi=\frac{e^{in\omega r/c}}{r}.$$

Using $\psi'/r=-(1-ix)e^{ix}/R^3$ and $\psi''=-(n\omega/c)^2\psi-2\psi'/r$ at $r=R$, the field components in units of $p\,e^{ix}/(4\pi\varepsilon_0n^2R^3)$ are

$$E_r=2\cos\theta\,(1-ix),\qquad E_\theta=\sin\theta\,(1-ix-x^2).$$

Averaged over directions, with $\overline{\cos^2\theta}=1/3$ and $\overline{\sin^2\theta}=2/3$,

$$\overline{|E|^2}=\tfrac43(1+x^2)+\tfrac23(1-x^2+x^4)=2\left(1+\tfrac{x^2}{3}+\tfrac{x^4}{3}\right).$$

The radiated part alone has mean square $\tfrac23x^4$, and its power crosses the area $4\pi R^2$. An isotropic absorber takes up $\sigma$ times $\tfrac12n\varepsilon_0c|E|^2$. The ratio of absorbed to radiated power is therefore

$$\frac{P_{\rm abs}}{P_{\rm rad}}=\frac{\sigma}{4\pi R^2}\cdot\frac{2(1+x^2/3+x^4/3)}{\tfrac23x^4}
=\frac{3\sigma}{4\pi R^2x^4}\left(1+\frac{x^2}{3}+\frac{x^4}{3}\right). \tag{10}$$

For $x\ll1$ this is $3c^4\sigma/(4\pi n^4\omega^4R^6)$. It equals $k/\Gamma$ from (7) at a single frequency with $\kappa^2=2/3$, since $9\cdot\frac23/(8\pi)=3/(4\pi)$. For $x\gg1$ it becomes $\sigma/(4\pi R^2)$, the share of emitted light that a distant absorber intercepts. The sixth power is thus a near-field law.

## 7. Worked example: two CdSe nanocrystals

The parameters are rough values for a small donor and a larger acceptor in a polymer with $n=1.5$. The radii are 2.0 and 3.0 nm and the surface gap is 1.5 nm, so $R=6.5$ nm. The donor has $\tau=20$ ns and $\eta=0.5$; its emission is a Gaussian centred at 2.20 eV with full width 0.10 eV at half maximum. The model acceptor spectrum is a Gaussian peak at 2.03 eV, of height 0.25 nm² and full width 0.08 eV, plus a smooth step at 2.15 eV of height 0.25 nm². The step is the integral of a Gaussian with standard deviation 0.05 eV.

The overlap integral is $0.008221$ nm² eV⁻⁴. With $\kappa^2=2/3$ and $\hbar c=197.327$ eV nm,

$$R_0^6=\frac{9(2/3)(0.5)(197.327)^4}{8\pi(1.5)^4}\,(0.008221)\ {\rm nm^6}
=2.94\times10^5\ {\rm nm^6},$$

so $R_0=8.15$ nm. The wavelength form (8), with integral $1.9426\times10^{10}$ nm⁶, gives the same radius. At the chosen distance

$$k=\frac{1}{20\ {\rm ns}}\left(\frac{8.154}{6.5}\right)^6=0.195\ {\rm ns^{-1}},$$

a transfer time of 5.1 ns and an efficiency of 0.80. With all else fixed, the efficiency is 0.53 at 8 nm, 0.23 at 10 nm and 0.09 at 12 nm. These values assume the fast interchange of section 5. At 6.5 nm, a donor with three equal perpendicular dipoles, one of them along $\hat r$, that never interchange would have an efficiency of 0.74.

If the whole acceptor absorption is moved up by 0.4 eV while the donor is unchanged, $R_0$ drops to 1.70 nm. The rate at fixed $R$ is multiplied by $(1.703/8.154)^6\approx8\times10^{-5}$. The sixth root makes $R_0$ look far less sensitive to overlap than the rate is. The size of this factor is set by the far tails of the Gaussian model: if 1% of the donor line is a Lorentzian of the same width it is $5\times10^{-4}$, and for a fully Lorentzian line it is about 0.04.

**A layer of acceptors.** Let a donor lie at height $d$ above a wide plane with $N$ acceptors per area, spaced much more closely than $d$. For independent transfers with $\kappa^2=2/3$ the rates add:

$$k_{\rm layer}=\frac{NR_0^6}{\tau}\int_0^\infty\frac{2\pi\rho\,d\rho}{(d^2+\rho^2)^3}
=\frac{\pi NR_0^6}{2\tau d^4}.$$

The integral follows from $s=d^2+\rho^2$, which turns it into $\pi\int_{d^2}^\infty s^{-3}ds=\pi/(2d^4)$. A measured fourth power can thus arise from inverse-sixth pair transfer. The acceptors of this example cannot be packed that closely at small $d$. On a hexagonal lattice of pitch 7.5 nm the lattice sum is within 1% of the formula at $d=10$ nm and beyond. At $d=6.5$ nm the local exponent is $-4.7$ above an acceptor and $-3.6$ above a hollow site.

## 8. Size of what was left out

**Geometry.** Moving the acceptor 0.3 nm closer multiplies the rate by 1.33; moving it 0.3 nm away multiplies it by 0.76. With an acceptor that absorbs equally along three axes, a donor that emits equally from all dipoles in one plane, as in section 5, has between 0.50 and 1.25 times the isotropic rate, depending on the tilt of the plane. In the example these changes are larger than those from retardation and mutual polarization, sized next. Optically dark acceptor transitions and charge transfer are separate channels, estimated below.

**Retardation.** At the donor's centre energy $x=0.109$. The full field raises the rate by 0.4%, as (10) predicts, and the local distance exponent is $-5.992$. At 2000 nm it is $-2.002$.

**Mutual polarization.** With $\varepsilon_s=6.2$, a multipole solution for both spheres raises the orientation-averaged transfer rate by 0.6%. The acceptor also changes the donor's own radiation: the radiated power is multiplied by 1.16 for a dipole along the axis and 0.93 for one across it, with an orientation mean of 1.006. This alters the competing decay in (9).

**Dark acceptor transitions.** Equation (1) counts only transitions that appear in $\sigma$. An s electron with a p hole has zero envelope overlap and does not absorb light, but it couples to the gradient of the donor's field. For hard-wall envelopes in the 3 nm acceptor $\langle s|z|p\rangle=0.92$ nm. With the same Bloch dipole, the three p states together have an orientation-summed $V^2$ equal to $15\langle s|z|p\rangle^2/R^2=0.30$ of the bright s-s value. Replacing the screening factor (2) by its quadrupole counterpart $5\varepsilon_m/(2\varepsilon_s+3\varepsilon_m)$ lowers this to 0.26. Give this line the width of the first peak and place it above that peak by the single-band hole s-p splitting, ignoring Coulomb shifts. It then adds about 2%, 10% or 21% to the rate for hole masses of 1.0, 0.45 or $0.3\,m_e$. This rough figure exceeds the two corrections above, and it falls as $R^{-8}$.

**Weak coupling and return.** The spectra imply effective dressed dipoles of 0.064 $e$ nm for the donor and 0.405 $e$ nm for the acceptor's first peak. With $\kappa^2=2/3$ they give $V=0.05$ meV, or $6\times10^{-4}$ of that peak's width. The donor line overlaps mainly the step, which takes 99% of the transfer. The part of the step between 2.1 and 2.3 eV gives a similar coupling, 0.06 meV, again far below the widths of the spectra. Detailed balance at 300 K, with equal degeneracies and the 0.17 eV difference of the peaks as the energy drop, puts back transfer at about $1.4\times10^{-3}$ of forward transfer. This is a rough figure: detailed balance involves the energies of the relaxed excited states, which can differ from the peak positions by an amount that matters on the scale of $k_BT$.

**Wavefunction overlap.** For a rough 2 eV barrier and the free electron mass, the tunnelling probability decays as $e^{-2(7.245/{\rm nm})s}$ over a gap $s$, which is $3.6\times10^{-10}$ at 1.5 nm. Multiplying the Coulomb energy $e^2/(4\pi\varepsilon_0n^2R)$ by this factor gives $7\times10^{-7}$ of the dipole coupling. This is a generous figure for exchange, because it leaves out the small amplitudes of the envelopes at the dot surfaces. With the transmission prefactor set to one, an electron of mass $0.13\,m_e$ striking the barrier $3.5\times10^{14}$ times per second would tunnel at about $1.3\times10^5$ s⁻¹, or $7\times10^{-4}$ of the Förster rate. A gap of 1.0 nm would raise this tunnelling estimate by $e^{7.245}\approx1400$, making it comparable with Förster transfer. The barrier mass matters as much. The decay constant scales as its square root, so a mass of $0.4\,m_e$ in the ligand layer lowers 7.245 to 4.58 nm⁻¹, and the same estimate at 1.5 nm becomes about twice the Förster rate. The generous exchange figure rises to about $2\times10^{-3}$ of the dipole coupling, which is still small. These tunnelling rates are generous, because the one-dimensional picture lets every strike meet the narrowest part of the gap. A Bardeen coupling between two spherical wells with the same barrier and inner mass, taken on resonance with a Gaussian width of 40 meV, gives rates 250 to 550 times smaller. As fractions of the Förster rate at the same distance they are about $1\times10^{-6}$ for the free mass at 1.5 nm, $1\times10^{-3}$ at 1.0 nm, and $8\times10^{-3}$ for $0.4\,m_e$ at 1.5 nm. The exponential dependence on gap, barrier height and barrier mass remains, so neglecting charge transfer should be checked for the actual ligand.

**Beside real dots.** The chosen energies are somewhat high for CdSe cores of these diameters, more so for the donor. A smaller donor core at the same gap, with spectra, yield and lifetime unchanged, would bring the centres closer and raise the rate. A smaller acceptor core would also shorten $R$, but its cross-section would generally be smaller too, which lowers $R_0$. Yields and lifetimes vary widely with surface quality. A close-packed film breaks the assumption of one isolated pair. Six independent acceptors at 6.5 nm, with all other settings fixed, would give $6k=1.17$ ns⁻¹ and raise the efficiency from 0.80 to 0.96. A real film also has a different host index and a spread of dot energies, so its $\Gamma$, $F$ and $\sigma$ must be determined for that film before (1) is applied.

The numerical output lists the values behind most of these estimates.

## Calculated quantities

```
host index 1.5, sphere permittivity 6.2, temperature 300 K
radii: donor 2.0 nm, acceptor 3.0 nm; gap 1.5 nm; R = 6.5 nm
donor lifetime 20 ns, yield 0.5, radiative rate 0.0250 1/ns
donor emission: centre 2.20 eV, full width 0.10 eV
acceptor peak: 2.03 eV, full width 0.08 eV, height 0.25 nm2
acceptor step: 2.15 eV, sd width 0.05 eV, height 0.25 nm2
hbar c = 197.327 eV nm
mean cross-section over donor spectrum = 0.1954 nm2
overlap integral F sigma/E^4 = 0.008221 nm2/eV4
overlap integral in wavelength form = 1.9426e+10 nm6
R0^6 = 2.9389e+05 nm6; R0 = 8.154 nm
R0 from wavelength form = 8.154 nm
transfer rate at R = 0.1948 1/ns; transfer time = 5.133 ns
transfer efficiency at R = 0.7958
  R =  6.5 nm: rate 0.19484 1/ns, efficiency 0.7958
  R =  8.0 nm: rate 0.05605 1/ns, efficiency 0.5285
  R = 10.0 nm: rate 0.01469 1/ns, efficiency 0.2271
  R = 12.0 nm: rate 0.00492 1/ns, efficiency 0.0896
R0 with acceptor absorption moved up 0.4 eV = 1.703 nm
test, Coulomb quadrature / dipole coupling = 1.000000
test, dressing factor: numeric 0.63084, formula 0.63084
test, decay by diagonalization / golden rule = 1.0027
test, oscillator damping / emission formula = 1.0000000
test, oscillator absorption area / formula = 1.0000000
test, rate from dipoles / rate from spectra = 1.000000000
test, classical / Forster rate at 0.5 nm (point dipoles) = 1.000023
distance exponent: -5.9919 at 6.5 nm, -2.0018 at 2000 nm
n R E/(hbar c) at donor centre = 0.1087
retardation: full / near-field rate at R = 1.00401
isotropic mean kappa2 = 0.666667
planar donor, isotropic acceptor: kappa2 from 0.3333 to 0.8333
  rate relative to 2/3 average: 0.500 to 1.250
mutual polarization, coupling ratio: along 1.00398, across 1.00132
mutual polarization, orientation-mean rate ratio = 1.00620
donor radiation ratio near acceptor: along 1.1573, across 0.9303
  orientation mean = 1.0060
rate ratio for R -0.3 nm: 1.328; for R +0.3 nm: 0.763
back/forward transfer estimate at 300 K = 1.39e-03
dressed dipoles: donor 0.0643 e nm, acceptor peak 0.4048 e nm
dipole coupling to first peak = 0.0495 meV; over its width = 6.19e-04
tunnel barrier 2.0 eV (free mass), donor electron mass 0.13 m_e
barrier decay constant = 7.245 1/nm; factor over gap = 3.63e-10
exchange coupling estimate = 3.58e-08 meV; over dipole = 7.22e-07
tunnelling: attempts 3.50e+14 1/s, rate estimate 1.27e+05 1/s
tunnelling estimate / Forster rate = 6.52e-04
```
